The Döring mass of a domain wall from its one-dimensional Lagrangian

**1. The form fixed by symmetry and dimensions**

A domain wall at position q moves with velocity v = dq/dt. The energy of its motion is stored in a tilt φ of the spins inside the wall, away from their preferred plane. For the model below, reversing time together with the sign of φ maps one motion onto another, so a wall moving at −v has the same energy as one moving at v. The velocity-dependent energy therefore begins with v², and its coefficient is half a mass.

The spins carry angular momentum of density Ms/γ, in J s/m³, where Ms is the saturation magnetisation and γ the gyromagnetic ratio. A tilt costs an anisotropy energy K⊥, in J/m³, over a wall of width parameter Δ. Mass per unit wall area has the unit kg/m² = J s²/m⁴. In the product

(Ms/γ)^a K⊥^b Δ^c

the seconds require a = 2, the joules a + b = 1, and the metres −3a − 3b + c = −4. Hence b = −1, c = −1 and

m = C Ms²/(γ² Δ K⊥).

Dimensions alone would allow C to depend on the ratio of K⊥ to the easy-axis anisotropy K. For a small tilt it does not: the tilt is proportional to v/K⊥, and its energy to K⊥φ², hence to v²/K⊥. The derivation confirms this and gives C = 1.

**2. Model and signs**

The wall normal is x. The unit magnetisation m(x,t) points along +z far to the left and along −z far to the right. With φ measured from y,

m = (−sinθ sinφ, sinθ cosφ, cosθ).

The energy density is

e = A|∂m/∂x|² + K sin²θ + K⊥ sin²θ sin²φ,

where A is the exchange stiffness. The hard axis is x, so the wall at rest has φ = 0, a Bloch wall. K⊥ is the whole coefficient of m_x²; if that energy is written (K′/2)m_x², then K⊥ = K′/2. The model is local: stray fields enter through the constants K and K⊥ alone.

With γ > 0 in rad/(s T), undamped motion obeys

∂m/∂t = −γ m × B, B = −(1/Ms) δE/δm.

Let E_θ and E_φ denote the variational derivatives of the energy with respect to θ and φ. The part of δE/δm perpendicular to m is E_θ e_θ + (E_φ/sinθ) e_φ. Since m × e_θ = e_φ and m × e_φ = −e_θ, comparison with ∂m/∂t = θ̇ e_θ + sinθ φ̇ e_φ gives

sinθ θ̇ = −(γ/Ms) E_φ,
sinθ φ̇ = (γ/Ms) E_θ.

Both follow from the Lagrangian density

ℓ = −(Ms/γ) cosθ φ̇ − e.

Varying θ gives (Ms/γ) sinθ φ̇ − E_θ = 0. Varying φ gives d/dt[−(Ms/γ) cosθ] = −E_φ, that is, (Ms/γ) sinθ θ̇ = −E_φ. These are the two equations above, so the sign of the first term in ℓ is settled.

**3. From the field to two coordinates**

At rest, φ = 0 and variation of θ gives A θ″ = K sinθ cosθ. Multiplication by 2θ′ and integration from a domain, where θ′ and sinθ vanish, gives A θ′² = K sin²θ. Because θ rises from 0 to π,

θ′ = sinθ/Δ, Δ = √(A/K).

The solution centred at q is

θ = 2 arctan exp(u), u = (x − q)/Δ,
sinθ = 1/cosh u, cosθ = −tanh u.

Now let q and a uniform tilt φ depend on time, and integrate ℓ over x. Two integrals are needed. First, since cosθ depends on x − q,

d/dq ∫cosθ dx = −∫(∂cosθ/∂x) dx = −(−1 − 1) = 2.

On a long window centred at x = 0 the integral vanishes for q = 0, so it equals 2q. Second, ∫sin²θ dx = Δ∫du/cosh²u = 2Δ.

The gyroscopic term becomes

−(2Ms/γ) q φ̇ = −(2Ms/γ) d(qφ)/dt + (2Ms/γ) φ v.

The total time derivative does not affect the equations of motion and is dropped. The tilt energy is 2ΔK⊥ sin²φ. Omitting the constant energy of the wall at rest and adding a potential V(q) per unit area,

L = (2Ms/γ) φ v − 2ΔK⊥ sin²φ − V(q).

The width was held at Δ. To see what this costs, let it be w. Since ∫θ′² dx = 2/w, the wall energy per area is

σ(w,φ) = 2A/w + 2w(K + K⊥ sin²φ).

Setting ∂σ/∂w = 0 gives w² = A/(K + K⊥ sin²φ), and then

σ = 4√[A(K + K⊥ sin²φ)]
 = 4√(AK) + 2ΔK⊥φ² + terms of order φ⁴.

The φ² term is the same as at fixed width. The reason is that the energy is stationary in w at w = Δ: a change of width of order φ² alters the energy only at order φ⁴.

**4. Elimination of the tilt**

For small tilt, sin²φ ≈ φ², and

L = (2Ms/γ) φ v − 2ΔK⊥φ² − V(q).

No φ̇ occurs here. The equation of φ is therefore algebraic:

∂L/∂φ = (2Ms/γ) v − 4ΔK⊥φ = 0,
φ = Ms v/(2γΔK⊥).

The tilt follows the instantaneous velocity. Within this quadratic Lagrangian the substitution is exact and needs no assumption of slow acceleration. The first term becomes

(2Ms/γ) v · Ms v/(2γΔK⊥) = Ms²v²/(γ²ΔK⊥),

and the second

2ΔK⊥ · Ms²v²/(4γ²Δ²K⊥²) = Ms²v²/(2γ²ΔK⊥).

Their difference leaves

L = ½ m v² − V(q),

m = Ms²/(γ²ΔK⊥).

This is the Döring mass per unit area. The gyroscopic term contributes twice the kinetic energy to L, and the tilt energy removes half of that. The energy of the moving wall is the tilt energy itself, 2ΔK⊥φ² = ½mv². No matter is transported: the inertia reflects the time a force needs to build up the tilt that goes with a given speed.

The potential must not depend on φ. If it does, it can change the stiffness against tilting and with it the mass. If γ₀ = μ₀γ is used in place of γ, Ms must be replaced by μ₀Ms.

**5. The mass as a stiffness**

Suppose the wall energy σ(φ) has its minimum at some φ₀, not necessarily zero. Write φ = φ₀ + η. The term (2Ms/γ)φ₀v is a total time derivative and drops out, leaving

L = (2Ms/γ) η v − ½σ″(φ₀) η² − V(q).

Then η = (2Ms/γ) v/σ″, and

m = (2Ms/γ)²/σ″(φ₀).

For the Bloch wall σ″ = 4ΔK⊥, which returns the earlier result. A wall that is hard to tilt is light, because a small tilt, quickly built up, already gives a high speed.

As K⊥ → 0 the mass diverges, but the range of speeds in which it applies shrinks to zero as well. At K⊥ = 0 a field along z merely turns φ, and without damping the wall does not advance.

**6. Forces, and a check of the rigid profile**

A field B along +z adds −MsB cosθ to the energy density, hence V = −2MsBq and the force per area

F = 2MsB.

For this case the assumed form can be put back into the field equations. To first order in φ, E_θ = MsB sinθ, because the static terms cancel; so φ̇ = γB at every x. Also E_φ = 2K⊥ sin²θ φ, while θ̇ = −v sinθ/Δ. The first field equation then gives v = 2γΔK⊥φ/Ms, again at every x. The rigid profile with uniform tilt thus solves the model to first order in the tilt. The acceleration is 2γ²ΔK⊥B/Ms, which is F/m.

A field gradient, B = −gx, binds the wall near x = 0. Its energy is V = Ms g∫x cosθ dx, and

dV/dq = Ms g ∫x (1/Δ)(1/cosh²u) dx = 2Ms g q.

The spring constant per area is 2Ms g, and the wall oscillates at ω = √(2Ms g/m). Here the rigid profile is an approximation for a weak gradient, gΔ ≪ 2K/Ms.

These statements were tested on a numerical solution of the full equation of motion on a grid of spacing Δ/4, where the profile was free to change. In a field of 0.001 × 2K/Ms, the mass inferred from the distance travelled was 1.009 times the formula for two parameter sets:

- A = 12 pJ/m, K = 300 kJ/m³, Ms = 650 kA/m, K⊥ = 120 kJ/m³;
- A = 20 pJ/m, K = 500 kJ/m³, Ms = 900 kA/m, K⊥ = 50 kJ/m³.

With the first set, a wall released at Δ/2 in a gradient g = 0.002 × 2K/(MsΔ) reached x = 0 after a quarter period that corresponds to 0.995 times the predicted frequency. The allowed deviation was 2 per cent in each case. Most of the remaining difference comes from the grid: with the first set and spacing Δ/8 the mass ratio falls to 1.003 and the frequency ratio rises to 0.998.

**7. Damping**

Gilbert damping adds α m × ∂m/∂t to the equation of motion. This is the effect of a friction field −(α/γ)∂m/∂t. Its force on q is the integral of Ms times this field projected on ∂m/∂q. The changes of m caused by q and by φ are perpendicular to each other, and ∫|∂m/∂q|²dx = ∫θ′²dx = 2/Δ. The force is therefore

−(2αMs/(γΔ)) v.

In the same way ∫|∂m/∂φ|²dx = 2Δ, which adds −(2αMsΔ/γ)φ̇ to the equation of φ:

(2Ms/γ)(v − αΔφ̇) = 4ΔK⊥φ.

For free decay φ̇ = −αv/Δ, so the added term is α² relative to v. Under a field it is at most of order α² times the steady speed. Dropping it leaves

m dv/dt = F − (2αMs/(γΔ)) v,

with relaxation time and steady speed

τ = Ms/(2αγK⊥), v_s = γΔB/α.

Starting from rest, the wall travels q = v_s[t − τ(1 − exp(−t/τ))]. With the first parameter set, α = 0.05 and the same field as before, the numerical distance after a time 2τ was 0.992 times this value, within the allowed 3 per cent; at grid spacing Δ/8 the ratio is 0.998.

**8. How fast the wall may move**

The undamped model has a solution of constant speed at finite tilt. Take uniform φ and the relaxed width w = √[A/(K + K⊥ sin²φ)]. Then E_θ = 0, so φ stays constant. With θ̇ = −v sinθ/w and E_φ = K⊥ sin²θ sin2φ, the first field equation gives

v = γ w K⊥ sin2φ/Ms.

For small φ this is the linear relation of part 4. At fixed width the speed cannot exceed v₀ = γΔK⊥/Ms, reached at φ = 45°; the narrowing of the wall lowers the maximum, by little if K⊥ ≪ K. The constant mass requires v ≪ v₀.

For K⊥ ≪ K the first correction can be obtained at fixed width. With r = v/v₀ = sin2φ,

2ΔK⊥ sin²φ = ΔK⊥[1 − √(1 − r²)]
 = ½ΔK⊥r²(1 + r²/4 + …).

Since m v₀² = ΔK⊥, the prefactor is ½mv². The quadratic formula therefore underestimates the energy by a fraction of about r²/4.

**9. A racetrack strip**

Consider a strip 3 nm thick and 100 nm wide, magnetised perpendicular to its plane, with A = 12 pJ/m, K = 300 kJ/m³, K⊥ = 20 kJ/m³, Ms = 650 kA/m and α = 0.02. The width parameter and the mass are

Δ = √(12×10⁻¹² / 3×10⁵) m = 6.32 nm,

Ms/γ = 6.5×10⁵ / 1.761×10¹¹ = 3.69×10⁻⁶ J s/m³,

m = (3.69×10⁻⁶)² / (6.32×10⁻⁹ × 2×10⁴)
 = 1.08×10⁻⁷ kg/m² = 1.08×10⁻⁸ g/cm².

The cross-section is 3×10⁻¹⁶ m², so the whole wall has a mass of 3.2×10⁻²³ kg.

At 10 m/s the linear tilt is 0.146 rad, and the exact moving wall has 0.148 rad. The kinetic energy is ½ × 1.08×10⁻⁷ × 10² = 5.4 μJ/m², or 10 meV for the whole wall. Here v₀ = 34.3 m/s, and the maximum with narrowing is 33.7 m/s. The estimate r²/4 = 2.1 per cent agrees with the computed excess of 2.3 per cent over ½mv²; higher powers of r and the narrowing supply the rest.

A field of 0.2 mT exerts F = 2 × 6.5×10⁵ × 2×10⁻⁴ = 260 N/m² and gives an initial acceleration of 2.4 m/s per ns. The relaxation time is 4.6 ns and the steady speed 11.1 m/s. Steady motion requires v_s < v₀, that is B < αK⊥/Ms = 0.62 mT; the field is about a third of this limit. Without friction the constant mass gives 4.1 ns to reach 10 m/s. With friction the linear equation of part 7 gives τ ln[1/(1 − 10/11.14)] = 10.5 ns. When the field is switched off at 10 m/s, the same equation gives a coasting distance vτ = 46 nm, about seven times Δ. The finite tilt of part 8 raises the time with friction by about 3 per cent and the distance by about 1.5 per cent.

In a gradient of 0.1 mT/nm the spring constant is 1.3×10¹¹ N/m³ and the frequency 175 MHz. The product ωτ is 5.1, so the oscillation is visible but decays within a few periods. The condition v ≪ v₀ restricts this to amplitudes well below v₀/ω = 31 nm.

**10. The model beside a real strip**

The parameters are round values in the rough regime of cobalt–nickel multilayers. The least secure is K⊥, which in such a strip comes largely from stray fields. It can be estimated from the magnetic charges. For a component of in-plane wavevector k, uniform through the thickness t, the charge is proportional to k·m and the potential of a charged sheet to exp(−k|z−z′|)/(2k). Averaging over the thickness gives the energy density ½μ₀Ms² f (k·m)²/k², with

f = 1 − [1 − exp(−kt)]/(kt).

Averaging f k_x²/k² and f k_y²/k² over the Fourier spectrum of the profile 1/cosh(x/Δ), cut off at the strip edges, gives N_x = 0.085 and N_y = 0.033. With ½μ₀Ms² = 265 kJ/m³, the difference gives K⊥ = 13.7 kJ/m³. The chosen 20 kJ/m³ is thus high for this cross-section unless another anisotropy contributes. With 13.7 kJ/m³ and the other parameters held fixed, the mass is 1.46 times as large. This is the largest of the corrections to the mass estimated here.

Stray fields also act on the width. The three demagnetising factors sum to one, so the factor for m_z at wavevector k is 1 − f, whereas a constant K assumes 1. Including the difference for a wide film and minimising the wall energy again gives a width parameter of 5.98 nm and, at fixed K⊥, a mass 6 per cent larger. That figure does not apply if K⊥ itself comes from stray fields, because N_x grows as the wall narrows and the mass depends on the product of width and K⊥. For a wide film this product, and with it the mass, changes by less than 1 per cent. For the 100 nm strip, with K read as the film value and the profile uniform across the strip, the width parameter is about 5.8 nm and the mass about 5 per cent smaller than at Δ, so the factor 1.46 becomes about 1.38.

An interfacial Dzyaloshinskii–Moriya interaction has the density D(m_z ∂m_x/∂x − m_x ∂m_z/∂x). For uniform tilt this equals −D sinφ/(Δ cosh u), which integrates to −πD sinφ. The wall energy then has its minimum at

sinφ₀ = πD/(4ΔK⊥),

and its curvature there is

σ″ = 4ΔK⊥ cos2φ₀ + πD sinφ₀ = 4ΔK⊥(1 − sin²φ₀).

For D = 0.05 mJ/m² and K⊥ = 20 kJ/m³, sinφ₀ = 0.31 and the mass rises by 11 per cent; with K⊥ = 13.7 kJ/m³ the same formula gives a rise of 26 per cent. The estimate assumes the fixed width Δ and a uniform tilt, which is no longer an exact solution; if the profile may relax, the rise at K⊥ = 20 kJ/m³ is about 12 per cent. The estimate applies well below D = 4ΔK⊥/π, which is 0.16 mJ/m² for this K⊥. At that value the quadratic stiffness at fixed width vanishes and the wall has turned into a Néel wall.

At 300 K the thermal energy kT is 26 meV, more than the kinetic energy at 10 m/s. The model wall has a thermal rms speed of 11 m/s and an rms tilt of 0.17 rad. The small-tilt mass remains a fair description, with a mean energy about 10 per cent above the mean of ½mv², but a speed of 10 m/s at one instant does not tell a driven wall from one in thermal motion. These figures refer to a tilt uniform across the strip. The strip is four times as wide as √(A/K⊥) = 24 nm, and if the tilt may vary along the wall its local rms value is about 0.26 rad in the quadratic approximation.

Disorder, edge roughness and bending of the wall are left out, and their effect is not estimated here. They can pin the wall or make its parts move differently, in which case one coordinate q no longer suffices. The numerical output follows these notes.

Table of computed values

```
INPUTS (round model values)
exchange stiffness A = 12.0 pJ/m
easy-axis anisotropy K = 300 kJ/m^3
hard-axis anisotropy K_perp = 20 kJ/m^3
magnetisation Ms = 650 kA/m
gyromagnetic ratio gamma = 1.76086e+11 rad/(s T)
strip thickness = 3 nm, width = 100 nm
damping alpha = 0.02, speed v = 10 m/s
drive field B = 0.2 mT, temperature = 300 K
pinning field gradient = 0.1 mT/nm
RESULTS
wall width parameter Delta = 6.325 nm
mass per area = 1.077e-07 kg/m^2 = 1.077e-08 g/cm^2
mass of whole wall = 3.232e-23 kg
tilt at v, linear = 0.1459 rad
tilt at v, exact moving wall = 0.1482 rad
kinetic energy per area = 5.386 uJ/m^2
kinetic energy of wall = 10.09 meV
force per area from B = 260.0 N/m^2
initial acceleration = 2.414 m/s per ns
damping time = 4.61 ns
steady speed in B = 11.14 m/s
pinned-wall frequency = 174.8 MHz
NEGLECTED EFFECTS
highest undamped wall speed = 33.71 m/s
exact/quadratic kinetic energy at v = 1.0234
demagnetising factors Nx = 0.0848, Ny = 0.0331
K_perp expected from strip shape = 13.7 kJ/m^3
mass factor with that K_perp = 1.457
width with nonlocal stray field = 5.975 nm
mass factor from narrowing = 1.058
DMI strength tried = 0.05 mJ/m^2
static sin(phi) with DMI = 0.310
mass factor with DMI = 1.107
thermal energy kT = 25.85 meV
thermal rms speed = 11.32 m/s
thermal rms tilt = 0.165 rad
TESTS AGAINST DISCRETISED MAGNETISATION (ratios)
measured/formula mass, set 1 = 1.0087
measured/formula mass, set 2 = 1.0086
measured/formula frequency = 0.9948
measured/formula damped travel = 0.9919
relative residual of exact moving wall = 1.1e-03
```
